Heat Conductance of Two Classical Chains Joined by a Weak Spring

**The exercise**

Two semi-infinite chains of atoms of mass m are held together by nearest-neighbour springs K. The atoms move along the chain and all springs are harmonic. The two end atoms face each other and are joined by a spring s. Phonons arrive from far away on the left with the classical energy distribution at temperature T_L, and from far away on the right with that at T_R. The heat current from left to right is J, and the conductance is G = J/(T_L − T_R).

(a) Find the fraction 𝒯(ω) of the incoming energy that crosses the link at angular frequency ω.

(b) Show that for s ≪ K the conductance approaches k_B s/[2√(Km)], in the sense that the ratio of the two tends to one. Find the first correction in s/K.

(c) How does 𝒯 depend on a small s when ω is held fixed? Reconcile this with the linear law in (b).

(d) Evaluate the result for two polyethylene-like chains at 300 K with m = 14 u, K = 350 N/m, s = 10 N/m and a spacing of 0.127 nm per unit. Judge what the model leaves out.

**Hints**

1. In a classical chain each mode carries energy k_B T, whatever its frequency. Count the modes that arrive per unit time; the group velocity cancels against the density of modes.

2. Cut the link and ask how far the end atom of one chain moves when a force F e^{−iωt} acts on it. The wave that it sends out must travel away from the end. The link then becomes a problem with one unknown, its stretch.

3. Use x = sin(q/2) as the variable, where q is the phase advance per atom.

4. Before expanding 𝒯 in powers of s under the integral, look at what happens at x = 0.

**Solution**

*Heat current as an integral.* Inside a chain the equation of motion is

m ü_n = K(u_{n+1} − 2u_n + u_{n−1}).

A wave u_n = e^{iqn − iωt} satisfies it if

mω² = K(2 − e^{iq} − e^{−iq}) = 4K sin²(q/2).   (1)

With x = sin(q/2) this reads ω = ω_m x, where ω_m = 2√(K/m) is the top of the band.

There are dq/2π modes per atom in the interval dq. They move at dω/dq atoms per unit time, and each has energy k_B T_L. The energy arriving from the left per unit time is therefore (dq/2π)(dω/dq) k_B T_L = k_B T_L dω/2π, and a fraction 𝒯 of it crosses. The arrangement is mirror symmetric, so the same 𝒯 applies from the right. The difference of the two flows gives

G = (k_B/2π) ∫₀^{ω_m} 𝒯(ω) dω = (k_B ω_m/2π) I,  I = ∫₀¹ 𝒯 dx.   (2)

*Response of a free end.* Number the atoms of one chain n = 0, 1, 2, … away from its end. A force F on atom 0 sends out a wave u_n = u₀e^{iqn} with 0 < q < π, which moves towards larger n because dω/dq > 0. The end atom has one neighbour, so

−mω²u₀ = K(e^{iq} − 1)u₀ + F.

Solving for F and inserting (1),

F = [K(1 − e^{iq}) − K(2 − e^{iq} − e^{−iq})]u₀ = K(e^{−iq} − 1)u₀.

Since e^{−iq} − 1 = −2i sin(q/2) e^{−iq/2}, the response g = u₀/F is

g = i e^{iq/2}/[2K sin(q/2)] = [−1 + i cot(q/2)]/(2K).   (3)

*The incoming wave.* Let a wave of amplitude A run towards the free end of the left chain, also numbered outwards: u_n = A e^{−iqn} + B e^{iqn}. The missing neighbour exerts no force, which is the same as setting a fictitious u_{−1} equal to u₀:

A e^{iq} + B e^{−iq} = A + B,

B = A(1 − e^{iq})/(e^{−iq} − 1) = A e^{iq}.

The last step uses 1 − e^{iq} = e^{iq}(e^{−iq} − 1). Without the link the end atom thus moves with amplitude

U = A(1 + e^{iq}),  |U|² = 4|A|² cos²(q/2).

*Joining the ends.* Let d = u_R − u_L be the stretch of the link. It pulls the left end with force +sd and the right end with −sd, so

u_L = U + g s d,  u_R = −g s d.

Subtraction gives d = −U − 2sg d, hence d = −U/(1 + 2sg) and u_R = s g U/(1 + 2sg). The transmitted wave has amplitude u_R. The chains are identical, so the energy fraction is the ratio of squared amplitudes:

𝒯 = |u_R|²/|A|² = 4 cos²(q/2) s²|g|²/|1 + 2sg|².

From (3), |g|² = [1 + cot²(q/2)]/(4K²) = 1/[4K² sin²(q/2)]. With σ = s/K, also 1 + 2sg = 1 − σ + iσ cot(q/2). Therefore

𝒯 = σ² cot²(q/2)/[(1 − σ)² + σ² cot²(q/2)].

Put cot²(q/2) = (1 − x²)/x² and multiply numerator and denominator by x². The denominator becomes (1 − σ)²x² + σ²(1 − x²) = σ² + (1 − 2σ)x², so

𝒯 = σ²(1 − x²)/[σ² + (1 − 2σ)x²].   (4)

This answers (a). For σ = 1 the link is an ordinary chain spring and 𝒯 = 1. For x → 0 at any s > 0 again 𝒯 → 1: a wave of very low frequency exerts so little force that even a weak spring hardly stretches.

*The integral.* Take σ < 1/2 and define a = σ/√(1 − 2σ). Dividing numerator and denominator of (4) by 1 − 2σ gives 𝒯 = a²(1 − x²)/(a² + x²). Write 1 − x² = (1 + a²) − (a² + x²) and integrate term by term:

I = a²(1 + a²) ∫₀¹ dx/(a² + x²) − a² = a(1 + a²) arctan(1/a) − a².   (5)

For small σ, a = σ + σ² + O(σ³) and arctan(1/a) = π/2 − a + O(a³). Then

I = πa/2 − a² − a² + O(a³) = πσ/2 + (π/2 − 2)σ² + O(σ³).

Inserting this in (2), the leading term is

G₀ = (k_B ω_m/2π)(πσ/2) = k_B ω_m σ/4 = (k_B/4) · 2√(K/m) · s/K = k_B s/[2√(Km)],   (6)

and the ratio to it is

G/G₀ = 1 − (4/π − 1)σ + O(σ²).   (7)

This proves (b). Numerical integration of (4) gives G/G₀ = 0.972 at σ = 0.1 and 0.997 at σ = 0.01.

The limit was also tested without scattering theory. Two chains of 20 atoms each were coupled at their far ends to Langevin baths of friction √(Km), and the steady heat current through the link was computed. The ratio to G₀ was 0.9957, 0.9954, 0.9966 and 0.9979 for σ = 0.02, 0.01, 0.005 and 0.0025. The approach to one is not monotonic at the larger σ. These chains are finite and their baths reflect some of the waves of higher frequency, so (7) need not describe their deviations. A straight line through the last two points reaches 0.9993 at σ = 0.

*Why not s²?* At fixed x > 0, (4) gives 𝒯 ≈ σ²(1 − x²)/x² as σ → 0. At x = 0.5 this predicts 𝒯/σ² = 3, and a direct solution of the end-atom equations at σ = 10⁻⁴ gives 3.0006. Each fixed frequency therefore does follow an s² law. Integrating that law would suggest G ∝ s², but the integral of 1/x² diverges at x = 0, so the expansion may not be made under the integral. For small σ the true 𝒯 is close to σ²/(σ² + x²) at small x, a peak of height one and half-width σ. Its area is proportional to σ: a weaker link narrows the window of frequencies that pass freely.

The edge of the window is the corner frequency

ω_c = σω_m = 2s/√(Km).   (8)

The part of the peak below it has area ∫₀^σ σ² dx/(σ² + x²) = σ arctan 1 = πσ/4, half of the total. In the weak-link limit half the heat is carried below ω_c, where transmission exceeds one half.

**The numbers**

Chains of this kind occur in drawn polyethylene, which is studied as a polymer heat spreader for electronics. The parameters are rough typical values for a CH₂ unit, the stiff carbon backbone and a hydrogen bond between suitably terminated chain ends. They imply a sound speed of 15.6 km/s along the chain. The chains are taken as suspended, touching nothing but each other, and as straight. A free polyethylene chain at 300 K is not straight: gauche kinks interrupt it every few units. The example therefore describes chains held in the all-trans form, by tension or by packing, and leaves out the effect of whatever holds them.

With m = 2.325×10⁻²⁶ kg,

√(Km) = √(350 × 2.325×10⁻²⁶) kg/s = 2.853×10⁻¹² kg/s,

G₀ = (1.381×10⁻²³ × 10)/(2 × 2.853×10⁻¹²) W/K = 2.42×10⁻¹¹ W/K = 24.2 pW/K.

Here σ = 10/350 = 0.0286, and the full integral gives 24.0 pW/K, 0.8 % below G₀, as (7) predicts. A perfect classical chain would conduct 539 pW/K.

The corner lies at 7.01×10¹² rad/s, or 1.12 THz, where the wavelength is 14 nm, about 110 units. The derivation of (6) assumes that waves near the corner do not return to the link after leaving it. This is a good approximation if each chain is much longer than this wavelength and phonons near the corner travel much farther than one wavelength without scattering, or if a shorter chain ends in a bath that absorbs these waves, as in the test with 20 atoms.

*Quantum statistics.* The band top of the model corresponds to ħω_m/k_B = 1874 K, so at 300 K most of the model band is not classical. This figure belongs to the one-mass chain with K set by the stiffness along the backbone; the longitudinal acoustic branch of real polyethylene ends lower. The corner corresponds to 54 K, however, and the modes that carry most of the heat are nearly classical. Multiplying 𝒯 by the Bose factor (z/sinh z)², with z = ħω/(2k_B T), lowers G by 2.9 %, to 23.3 pW/K.

*Anharmonic link.* A bond of rough depth 0.25 eV is 9.7 k_B T deep at 300 K, so it will break in time, and the result refers to the intact bond. For a Morse potential of this depth, the curvature averaged over thermal motion in the well is 0.94 s. Using it in place of s lowers G by about 6 %; this replacement is an estimate.

*Definition of the temperature drop.* G contains the resistance of a perfect chain, because T_L and T_R belong to the incoming phonons. Subtracting that resistance, 1/G − 1/(539 pW/K), raises the conductance to 25.1 pW/K. The relative change is about πσ/2 and vanishes in the weak-link limit. These figures are classical. With the Bose factor the perfect chain conducts only 275 pW/K at 300 K, and the same subtraction raises 23.3 pW/K to about 25.5 pW/K, a change of about 9 %.

*Flexural waves.* Real chains also bend and twist; only bending, without tension, is estimated here. Treat each as an elastic beam of rough bending stiffness 5×10⁻²⁸ N m², joined by a transverse spring of 1 N/m that transmits no bending moment. For bending stiffness B, transverse spring s_t and wave number k, a free beam end responds to a transverse force with (−1 + i)/(Bk³) in place of g. Joining the ends as before gives 𝒯 = h²/[(1 − h)² + h²] with h = 2s_t/(Bk³). This is integrated over ω = k²√(B/μ) as in (2), where μ is the mass per length. The two bending directions then add about 28 pW/K, comparable to the longitudinal channel. The beam picture ignores the spacing of the units; a chain of point masses with the same bending stiffness gives about 24 pW/K. This figure depends on two poorly known inputs, but it shows that 24 pW/K is the share of longitudinal motion and not the whole conductance of such a junction.

**Variation 1: unequal chains**

*Let the chains have different impedances Z₁ = √(K₁m₁) and Z₂ = √(K₂m₂). What is the weak-link conductance?*

At low frequency cot(q/2) ≈ 2/q and ω ≈ q√(K/m), so (3) becomes g ≈ i/(Kq) = i/(ωZ). The end velocity is −iωgF = F/Z: each chain acts as a dashpot of friction Z. Its incoming phonons supply a random force ξ. For the end to come to equilibrium at the chain's temperature, this force must obey ⟨ξ(t)ξ(t′)⟩ = 2Zk_B T δ(t − t′). Thus

Z₁v₁ = sd + ξ₁,  Z₂v₂ = −sd + ξ₂.

The stretch obeys

ḋ = v₂ − v₁ = −Γd + ξ₂/Z₂ − ξ₁/Z₁,  Γ = s(1/Z₁ + 1/Z₂).

In the steady state the damping of ⟨d²⟩, at rate 2Γ⟨d²⟩, balances the noise input 2k_B(T₁/Z₁ + T₂/Z₂). Since s/Γ = Z₁Z₂/(Z₁ + Z₂),

s⟨d²⟩ = k_B(Z₂T₁ + Z₁T₂)/(Z₁ + Z₂).

The link delivers to the right end the power

J = ⟨−sd v₂⟩ = (s/Z₂)[s⟨d²⟩ − ⟨dξ₂⟩].

The stretch d(t) contains ξ₂/Z₂ integrated up to the present moment. The delta function sits at the end of that interval and counts half, as for a noise of very short but finite memory. Hence ⟨dξ₂⟩ = (1/2)(2Z₂k_B T₂)/Z₂ = k_B T₂. Subtracting,

s⟨d²⟩ − k_B T₂ = k_B Z₂(T₁ − T₂)/(Z₁ + Z₂),

J = k_B s(T₁ − T₂)/(Z₁ + Z₂).

So G₀ = k_B s/(Z₁ + Z₂), which returns to (6) for equal chains. The condition is that Γ lies far below the top of both bands.

**Variation 2: chains resting on something**

*Let each atom also be tied to a fixed support by a spring k_p. Does the linear law survive?*

The dispersion becomes mω² = k_p + 4K sin²(q/2). In the end-atom equation mω² is replaced by mω² − k_p, which is the same function of q as before. So g(q) and 𝒯(x) are unchanged, and the relation between x and ω is what differs. With ω_p = √(k_p/m),

ω² = ω_p² + ω_m²x²,  dω = ω_m² x dx/√(ω_p² + ω_m²x²).

The extra factor x removes weight exactly where 𝒯 is large. Let b = ω_p/ω_m stay fixed while σ → 0. To leading order

G ≈ (k_B ω_m/2π) σ² ∫₀¹ x h(x) dx/(σ² + x²),  h(x) = (1 − x²)/√(b² + x²).

Split h(x) into h(0) = 1/b and the remainder. The remainder vanishes as x² at small x and leaves a finite integral. The first part gives (1/b)(1/2) ln[(1 + σ²)/σ²] ≈ (1/b) ln(1/σ). Therefore

G ≈ (k_B ω_m²/2πω_p) σ² ln(1/σ).

The neglected terms are smaller only by a factor of order ln(1/σ), so this form is approached slowly: for b = 0.5 it is still too large by almost a fifth at σ = 0.01.

The linear law fails: the waves of very low frequency that supported it no longer exist, and the s² law returns up to a logarithm.

In the example, a rough k_p = 1 N/m for contact with rigid neighbours gives ω_p = 6.6×10¹² rad/s, close to ω_c. This is between the two regimes, and the full integral gives 15.5 pW/K instead of 24.0 pW/K. For chains lying on a rigid surface, contact of this strength would thus cut the longitudinal channel by about a third. In a fibre the neighbouring chains move as well, so fixed supports are only a crude picture there. The linear law needs ω_p ≪ ω_c, that is √(k_p K) ≪ 2s.

Most of the values used here are listed in the numerical output below.

Computed values

```
TESTS OF THE LIMIT
T/sigma^2 at x = 0.5, sigma = 1e-4: 3.0006
G/G0, infinite chains, sigma = 0.1: 0.97219
G/G0, infinite chains, sigma = 0.03: 0.99176
G/G0, infinite chains, sigma = 0.01: 0.99726
G/G0, infinite chains, sigma = 0.003: 0.99918
slope of G/G0 in sigma: -0.2733; 1 - 4/pi = -0.2732
share of heat below corner, sigma = 0.001: 0.5003
G/G0, Langevin baths, 20+20 atoms, sigma = 0.02: 0.99565
G/G0, Langevin baths, 20+20 atoms, sigma = 0.01: 0.99537
G/G0, Langevin baths, 20+20 atoms, sigma = 0.005: 0.99660
G/G0, Langevin baths, 20+20 atoms, sigma = 0.0025: 0.99794
Langevin G/G0 extrapolated to sigma = 0: 0.99928
EXAMPLE: INPUTS (rough)
mass m = 14 u = 2.3248e-26 kg
chain spring K = 350 N/m; link spring s = 10 N/m
spacing = 0.127 nm; temperature = 300 K
link depth = 0.25 eV = 9.67 kB*T
EXAMPLE: RESULTS
sigma = s/K = 0.02857
sound speed = 15.58 km/s
impedance sqrt(K*m) = 2.8525e-12 kg/s
band top omega_m = 2.4540e+14 rad/s
corner omega_c = 7.0114e+12 rad/s = 1.116 THz
hbar*omega_m/kB = 1874 K
hbar*omega_c/kB = 53.6 K
wavelength at corner = 14.0 nm
G0 (weak-link formula) = 24.201 pW/K = 2.4201e-11 W/K
G (full classical integral) = 24.011 pW/K
G/G0 = 0.99215
perfect classical chain = 539.2 pW/K
EXAMPLE: NEGLECTED EFFECTS
G with Bose weight = 23.309 pW/K
relative quantum change = -2.92 %
mean Morse curvature / s = 0.9411
pinning spring (rough) = 1.0 N/m
pinning frequency = 6.559e+12 rad/s
G with pinning = 15.46 pW/K
transverse link spring (rough) = 1.0 N/m
bending stiffness (rough) = 5.0e-28 N m^2
flexural corner = 4.165e+12 rad/s; area factor = 1.5235
two flexural branches add about 27.9 pW/K
G less perfect-chain resistance = 25.130 pW/K
```
